\section*{Square-lattice Landau levels near the band bottom, to second order in flux}

\section*{Question}

I am working on quantum oscillations in a tight-binding band and am stuck on an exercise. Electrons hop with amplitude $-t$ between nearest neighbours of a square lattice in a perpendicular magnetic field. With $\gamma=2\pi\times$(flux per cell in units of $h/e$), I am asked to show that the levels near the band bottom are
\begin{equation}
E_n\simeq-4t+t\gamma(2n+1)-\frac{t\gamma^2}{16}\left[1+(2n+1)^2\right],
\label{target}
\end{equation}
and to check this against diagonalization of the Harper equation.

The effective mass gives me the linear term. For the next one I tried Onsager's area rule with the non-parabolic band, and I get $-t\gamma^2(2n+1)^2/16$, without the extra 1 in the bracket. Where does the 1 come from? And how can a formula with sharp levels agree with the Harper spectrum, which consists of bands?

\section*{Answer}

Your area calculation is right as far as it goes. The extra 1 is a quantum correction that the area rule leaves out, and it appears when position and momentum are treated as operators. The bands are there too, but near the bottom their widths are exponentially small in $1/\gamma$, so no power of $\gamma$ shows them. Equation \eqref{target} is an asymptotic statement: $n$ is fixed, $\gamma\to0$, and the error is $O(t\gamma^3)$. In practice $\gamma(2n+1)$ must be small.

\subsection*{From the lattice to one pair of operators}

Take spinless, non-interacting electrons, $t>0$ and lattice spacing $a$. Sites are labelled $(m,l)$. In the Landau gauge the field enters through phases on the $y$ bonds:
\begin{align}
E\psi(m,l)=-t\big[&\psi(m+1,l)+\psi(m-1,l)\nonumber\\
&+e^{i\gamma m}\psi(m,l+1)+e^{-i\gamma m}\psi(m,l-1)\big],
\qquad \gamma=\frac{eBa^2}{\hbar}.
\end{align}
Around one cell, the two $x$ bonds contribute no phase and the two $y$ bonds contribute phases that differ by $\gamma$, which is the required flux. Reversing the field changes the sign of $\gamma$ in the phases but not the spectrum, so take $\gamma>0$.

The coefficients do not depend on $l$, so put $\psi(m,l)=e^{ikl}\psi(m)$. This gives the Harper equation
\begin{equation}
-t\left[\psi(m+1)+\psi(m-1)+2\cos(\gamma m+k)\,\psi(m)\right]=E\psi(m).
\end{equation}
Now write $\psi(m)=f(X)$ with $X=\gamma m+k$. A step $m\to m+1$ shifts $X$ by $\gamma$. With $P=-i\gamma\,d/dX$,
\begin{equation}
f(X+\gamma)=e^{\gamma\,d/dX}f(X)=e^{iP}f(X),
\end{equation}
and the two $x$ hops add up to $e^{iP}+e^{-iP}=2\cos P$. Hence
\begin{equation}
H=-2t(\cos X+\cos P),\qquad [X,P]=i\gamma .
\label{H}
\end{equation}
The commutator follows from $[X,P]f=-i\gamma\,[Xf'-(Xf)']=i\gamma f$. So $\gamma$ plays the part of Planck's constant. Since $X$ and $P$ stand in separate terms, there is no ordering ambiguity.

\subsection*{Why the levels look sharp}

The energy is near $-4t$ when $X$ and $P$ are both near multiples of $2\pi$. Shifting $P$ by $2\pi$ multiplies $f$ by $e^{2\pi iX/\gamma}$, which on the lattice points $X=\gamma m+k$ is the constant phase $e^{2\pi ik/\gamma}$, so it leads back to the same well. The wells at $X=0,\pm2\pi,\dots$ are different places, however, and tunnelling between them broadens each level. Tunnelling from $P=0$ to $P=2\pi$ also counts: it returns with the phase above and so makes the level depend on $k$. The map $X\to P$, $P\to-X$ leaves both \eqref{H} and the commutator unchanged, so the two channels are equally strong, and it is enough to estimate the one along $X$.

To estimate this, set $P=i\kappa$ in the forbidden region at $E=-4t$. Then $\cos X+\cosh\kappa=2$, and the semiclassical tunnelling factor is
\begin{equation}
\exp\left[-\frac1\gamma\int_0^{2\pi}\operatorname{arcosh}(2-\cos X)\,dX\right].
\label{tunnel}
\end{equation}
The integral is a positive constant, so the factor is smaller than any power of $\gamma$ as $\gamma\to0$. A power series may therefore be computed in a single well.

This also tells you which eigenvalues to compare. At flux $1/q$, the $q$ sites of the magnetic period advance $X$ by $2\pi$ and contain one well. The Harper eigenvalues, counted from below starting at zero, then correspond to $n=0,1,2,\dots$. At small flux $p/q$, with $p$ and $q$ coprime, there are $p$ wells per period, and each low level appears as $p$ close subbands. This grouping is lost when $p/q$ is not small.

\subsection*{The expansion}

Put $X=\sqrt\gamma\,x$ and $P=\sqrt\gamma\,p$, so that $[x,p]=i$. Using
\begin{equation}
-2\cos z=-2+z^2-\frac{z^4}{12}+\frac{z^6}{360}-\dots
\end{equation}
for both terms of \eqref{H},
\begin{equation}
\frac Ht=-4+\gamma(x^2+p^2)-\frac{\gamma^2}{12}(x^4+p^4)+\frac{\gamma^3}{360}(x^6+p^6)-\dots
\label{series}
\end{equation}
Let $b=(x+ip)/\sqrt2$, so that $[b,b^\dagger]=1$. Then $x^2+p^2=2b^\dagger b+1$, with eigenvalues $2n+1$. That is your linear term. In ordinary units, the band bottom is $-4t+ta^2k^2$ for wave number $k$, so $m^*=\hbar^2/(2ta^2)$ and
\begin{equation}
\hbar\omega_c=\frac{\hbar eB}{m^*}=2t\,\frac{eBa^2}{\hbar}=2t\gamma,
\qquad t\gamma(2n+1)=\hbar\omega_c\left(n+\tfrac12\right).
\end{equation}

For the quartic term define $A=2b^\dagger b+1$ and $D=b^2+b^{\dagger2}$. Squaring $x=(b+b^\dagger)/\sqrt2$ and $p=(b-b^\dagger)/(i\sqrt2)$ gives
\begin{equation}
x^2=\tfrac12(A+D),\qquad p^2=\tfrac12(A-D).
\end{equation}
In the sum of the squares, the cross terms $AD+DA$ cancel:
\begin{equation}
x^4+p^4=\tfrac12(A^2+D^2).
\label{quartic}
\end{equation}
The diagonal part of $D^2$ is $b^2b^{\dagger2}+b^{\dagger2}b^2$, which gives $(n+1)(n+2)+n(n-1)=2n^2+2n+2$. Therefore
\begin{align}
\langle n|x^4+p^4|n\rangle
&=\tfrac12\left[(2n+1)^2+2n^2+2n+2\right]\nonumber\\
&=\tfrac12(6n^2+6n+3)=\tfrac32(2n^2+2n+1).
\end{align}
First-order perturbation theory gives
\begin{equation}
-\frac{\gamma^2}{12}\cdot\frac32(2n^2+2n+1)
=-\frac{\gamma^2}{8}(2n^2+2n+1)
=-\frac{\gamma^2}{16}\left[1+(2n+1)^2\right],
\end{equation}
because $1+(2n+1)^2=2(2n^2+2n+1)$. This proves \eqref{target}, provided nothing else enters at order $\gamma^2$. Nothing does: the quartic term taken twice has size $(\gamma^2)^2$ divided by an oscillator spacing of order $\gamma$, which is $\gamma^3$, and the sextic term starts at $\gamma^3$ as well.

\subsection*{The size of the error}

The $\gamma^3$ term is worth computing, because it predicts how far \eqref{target} should miss the Harper result. There are two contributions.

For the sextic term, apply $x$ three times to $|n\rangle$ and collect the paths to each final state:
\begin{align}
2^{3/2}x^3|n\rangle={}&\sqrt{(n+1)(n+2)(n+3)}\,|n+3\rangle+3(n+1)^{3/2}|n+1\rangle\nonumber\\
&+3n^{3/2}|n-1\rangle+\sqrt{n(n-1)(n-2)}\,|n-3\rangle .
\end{align}
The squared norm is
\begin{align}
\langle x^6\rangle&=\tfrac18\big[(n+1)(n+2)(n+3)+9(n+1)^3+9n^3+n(n-1)(n-2)\big]\nonumber\\
&=\tfrac58(4n^3+6n^2+8n+3).
\end{align}
The replacement $b\to-ib$ turns $x$ into $p$ and changes $|n\rangle$ only by a phase, so $\langle p^6\rangle$ is the same. The contribution is
\begin{equation}
\frac{\gamma^3}{360}\cdot\frac54(4n^3+6n^2+8n+3)=\frac{\gamma^3}{288}(4n^3+6n^2+8n+3).
\end{equation}

For the quartic term in second order, \eqref{quartic} shows that the off-diagonal part is $\frac12(b^4+b^{\dagger4})$. It connects $n$ to $n\pm4$, with energy denominators $\mp8\gamma$. The prefactor of each matrix element is $-\gamma^2/24$, so the shift is
\begin{align}
&\frac{\gamma^4}{576}\cdot\frac{-(n+1)(n+2)(n+3)(n+4)+n(n-1)(n-2)(n-3)}{8\gamma}\nonumber\\
&\quad=-\frac{\gamma^3}{4608}(16n^3+24n^2+56n+24)
=-\frac{\gamma^3}{576}(2n^3+3n^2+7n+3).
\end{align}
Adding the two contributions over the common denominator 576,
\begin{equation}
c_3\gamma^3=\frac{6n^3+9n^2+9n+3}{576}\,\gamma^3=\frac{n^3+(n+1)^3}{192}\,\gamma^3 .
\label{c3}
\end{equation}
It is positive, so for small $\gamma$ formula \eqref{target} lies slightly below the true level.

\subsection*{Where the area rule stops}

Let $S(E)$ be the area of the zero-field orbit in the plane of $k_xa$ and $k_ya$, and let $\varepsilon=(E+4t)/t$. In polar coordinates $(r,\theta)$ the contour obeys
\begin{equation}
\varepsilon=r^2-\frac{r^4}{12}(\cos^4\theta+\sin^4\theta)+\dots,
\qquad
r^2=\varepsilon+\frac{\varepsilon^2}{12}(\cos^4\theta+\sin^4\theta)+\dots
\end{equation}
The angular average of $\cos^4\theta+\sin^4\theta$ is $3/4$, so
\begin{equation}
S=\frac12\int_0^{2\pi}r^2\,d\theta=\pi\left(\varepsilon+\frac{\varepsilon^2}{16}\right)+\dots
\end{equation}
With $J=S/\pi$, inversion gives $\varepsilon=J-J^2/16+\dots$. Onsager's rule $S=2\pi\gamma(n+\frac12)$ means $J=\gamma(2n+1)$, which reproduces your result. Inserting the operator result \eqref{target} into $J=\varepsilon+\varepsilon^2/16$ gives instead
\begin{equation}
\frac{S(E_n)}{\pi}=\gamma(2n+1)-\frac{\gamma^2}{16}+O(\gamma^3).
\label{onsager}
\end{equation}
The missing 1 is this last shift. In operator language, $\langle x^4+p^4\rangle$ exceeds its classical orbit average, $\frac34(2n+1)^2$, by $\frac34$, and $-\gamma^2/12$ times $\frac34$ is $-\gamma^2/16$.

For oscillations, rewrite \eqref{onsager} as
\begin{equation}
n+\frac12=\frac{S(E_n)}{2\pi\gamma}+\frac{\gamma}{32}+O(\gamma^2).
\end{equation}
The first term gives the usual periodicity in $1/B$. The second is a small field-dependent phase shift, in units of one cycle, for $\gamma(2n+1)$ small. At a fixed Fermi energy the coefficient $1/32=0.031$ holds only near the band bottom: it grows to about $0.034$ at $\varepsilon=1$, $0.040$ at $\varepsilon=2$ and $0.063$ at $\varepsilon=3$. The model is also spinless. In the example below the shift is $0.004$ cycle, while a Zeeman splitting with $g=2$ would be about $0.38$ of the level spacing.

\subsection*{Comparison with Harper diagonalization}

Take the round parameters $t=1$~meV, $a=10$~nm and flux $1/50$. The field is $B=h/(50ea^2)=0.827$~T, $\gamma=2\pi/50=0.125664$, and the linear theory has level spacing $2\gamma t=0.2513\,t$. For $n=0$,
\begin{equation}
\frac{E_0}{t}\simeq-4+0.125664-\frac{2(0.125664)^2}{16}=-3.876310,
\end{equation}
while the Harper matrix gives $-3.876300$; in energy units both are $-3.8763$~meV. In units of $t$, the levels are:
\begin{center}
\begin{tabular}{ccccc}
$n$ & Harper & Eq.~\eqref{target} & error & $c_3\gamma^3$\\
0 & $-3.87630$ & $-3.87631$ & $1.00\times10^{-5}$ & $1.03\times10^{-5}$\\
1 & $-3.63279$ & $-3.63288$ & $9.03\times10^{-5}$ & $9.30\times10^{-5}$\\
2 & $-3.39699$ & $-3.39734$ & $3.50\times10^{-4}$ & $3.62\times10^{-4}$\\
3 & $-3.16880$ & $-3.16970$ & $9.05\times10^{-4}$ & $9.41\times10^{-4}$\\
4 & $-2.94809$ & $-2.94996$ & $1.87\times10^{-3}$ & $1.95\times10^{-3}$
\end{tabular}
\end{center}
The error is Harper minus formula. It has the predicted sign, and \eqref{c3} gives its size to within 5\% of the error itself. At $n=4$, where $\gamma(2n+1)=1.13$ is no longer small, the quadratic term is $-0.0809\,t$ and the error is about 2\% of it.

The spacing also shrinks up the ladder. From \eqref{target},
\begin{equation}
\frac{E_{n+1}-E_n}{t}\simeq2\gamma-\frac{\gamma^2}{2}(n+1),
\end{equation}
since $(2n+3)^2-(2n+1)^2=8(n+1)$. Between $n=3$ and $n=4$ this is $0.2197$, against $0.2207$ from the Harper levels. The band flattens as the energy rises, so the orbits become slower than in the parabolic approximation.

Agreement at one field does not establish the order of the error. For that, divide the error by $\gamma^3$ at fluxes $1/100$ and $1/200$ and extrapolate linearly to $\gamma=0$. This gives $0.005209$ for $n=0$ and $0.98474$ for $n=4$; equation \eqref{c3} gives $0.005208$ and $0.984375$. The same extrapolation of $[\gamma(2n+1)-S(E_n)/\pi]/\gamma^2$, with $S$ found by quadrature, lies between $0.0623$ and $0.0625$ for $n=0$ to 4, against $1/16=0.0625$. That is a direct numerical sight of your missing 1.

The width of the lowest level is $1.71\times10^{-3}t$ at flux $1/8$, $1.39\times10^{-5}t$ at $1/12$ and $1.16\times10^{-7}t$ at $1/16$. Equal steps in $1/\gamma$ reduce it by factors of 123 and 119, a slowly falling ratio. The integral in \eqref{tunnel} equals $7.328$, so the exponential alone would give $\exp(4\times7.328/2\pi)=106$ per step. The ratio approaches this value only at much smaller flux (111 from $1/40$ to $1/44$, 107 from $1/200$ to $1/204$), because \eqref{tunnel} leaves out a prefactor that varies with $\gamma$, numerically as $\sqrt\gamma$ for the lowest level. At flux $1/50$, changing the Bloch phases moved the five levels above by less than $10^{-10}t$. At flux $2/101$, each of the lowest four levels appears as two subbands split by less than $10^{-10}t$, as the count of wells requires. These last two numbers are the bounds the program tests, not measured values.

\subsection*{The band top, and where the formula fails}

The substitution $\psi(m,l)=(-1)^{m+l}\chi(m,l)$ reverses the sign of every hop, so on the infinite lattice the spectrum is symmetric about $E=0$. Near the top the levels are therefore
\begin{equation}
E_n^{\rm top}\simeq4t-t\gamma(2n+1)+\frac{t\gamma^2}{16}\left[1+(2n+1)^2\right],
\end{equation}
with $n$ counted downwards.

Neither expansion can be carried to the band centre. At $E=0$ the contour $\cos k_xa+\cos k_ya=0$ reaches the saddle points, such as $(\pi,0)$, where it touches its periodic copies. The closed orbits merge there, the barrier between wells vanishes, and the picture of isolated narrow levels is lost. At fixed field, increasing $n$ brings the levels into that region. At fixed $n$, increasing the field also ends the usefulness of \eqref{target}, mainly because the level broadens: at flux $1/3$ the lowest level has become a band from $-2.73\,t$ to $-2\,t$. The formula, $-2.45\,t$, still falls inside that band but says nothing about its width. For $n=1$ it gives $-0.46\,t$, while the band runs from $-0.73\,t$ to $0.73\,t$ and is centred on zero.

\section*{Numbers as computed}
\begin{verbatim}
hopping t = 1.0 meV, lattice spacing a = 10.0 nm
flux per cell = 1/50 = 0.0200 h/e
magnetic field B = 0.8271 T
gamma = 0.125664 (dimensionless)
effective mass = 0.3810 electron masses
cyclotron energy = 0.251327 t = 0.251327 meV
Energies in units of t at this flux:
n  Harper  linear formula  full formula  error  predicted error
(error = Harper - full formula; prediction = c3*gamma^3)
0  -3.8763002  -3.8743363  -3.8763102  1.000e-05  1.034e-05
1  -3.6327882  -3.6230089  -3.6328785  9.031e-05  9.302e-05
2  -3.3969923  -3.3716815  -3.3973424  3.501e-04  3.617e-04
3  -3.1687971  -3.1203541  -3.1697021  9.050e-04  9.405e-04
4  -2.9480916  -2.8690266  -2.9499574  1.866e-03  1.953e-03
lowest level, Harper = -3.8763002 meV
lowest level, full formula = -3.8763102 meV
bound tested on change of levels with Bloch phases: 1e-10 t
Cubic coefficient c3 (dimensionless):
n  oscillator sums  extrapolated Harper
0  0.005208  0.005209
1  0.046875  0.046882
2  0.182292  0.182327
3  0.473958  0.474085
4  0.984375  0.984740
[gamma(2n+1) - S/pi]/gamma^2, extrapolated (dimensionless):
n = 0: 0.062497
n = 1: 0.062481
n = 2: 0.062446
n = 3: 0.062391
n = 4: 0.062313
value of 1/16 = 0.062500
classical area coefficient from quadrature = 0.06247
Width of lowest level in units of t:
flux 1/8: 1.709e-03
flux 1/12: 1.389e-05
flux 1/16: 1.164e-07
flux 2/101: gamma = 0.124420, two subbands per level
bound tested on their splitting for n = 0 to 3: 1e-10 t
bound tested on torus minus Harper energies: 1e-11 t
\end{verbatim}
